**RPA and exact spin susceptibility of the symmetric Anderson impurity**

The program compares the RPA result X = 1/(1−u) with the exact series X = Σ Cₙuⁿ, where u = U/(πΔ), Δ is the half-width of the impurity level, and X is the zero-temperature spin susceptibility divided by its value at U = 0. It computes C₁ to C₄ from time-ordered cumulants and asserts that they agree with the Yamada–Yosida recurrence within stated tolerances. It also asserts that the second-order part missing from RPA equals 2 − π²/4, and that the mean-field response reproduces 1/(1−u). The all-order recurrence is an input from the Bethe-ansatz solution; its sum is compared with numerical renormalization group values at u = 0, 1 and 2, with a tolerance of 8 percent. A four-site cluster at finite temperature, diagonalized in full, is asserted to have a finite susceptibility at its own RPA pole, below the bound β⟨m²⟩. The output shows X = 2.799 at u = 1, where RPA diverges, and a renormalization group value of 2.795. At u = 2 the renormalization group value is 2.5 percent below the exact one.

## Numerical verification

```python
"""Spin susceptibility of the symmetric Anderson impurity, RPA against exact.

H = bath + hybridization + U (n_up-1/2)(n_dn-1/2) - h (n_up-n_dn), flat wide band.
Delta: half-width of the impurity level (unit of energy in the tests, Delta = 1).
u = U/(pi Delta);  X = (pi Delta/2) d<n_up-n_dn>/dh at h = 0, so X = 1 at U = 0.
Under test:  RPA    X = 1/(1-u), all series coefficients equal to 1;
             exact  X = sum C_n u^n, C_n = (2n-1) C_(n-1) - (pi^2/4) C_(n-2),
                    C_0 = C_1 = 1, an entire function of u without any pole.
The coefficients are computed from time-ordered cumulants, and the summed
function is compared with a numerical renormalization group (NRG) calculation.
"""
import itertools
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import exp1, spherical_jn

pi = math.pi


# ---------- free impurity propagators in imaginary time, T = 0 ----------
def scaled_e1(w):
    """exp(w) E1(w); the asymptotic series is used for large |w|."""
    w = np.asarray(w, dtype=complex)
    large = np.abs(w) > 50
    near_arg = np.where(large, 1.0, w)
    far_arg = np.where(large, w, 50.0)
    near = np.exp(near_arg) * exp1(near_arg)
    far = sum((-1)**k * math.factorial(k) / far_arg**(k + 1) for k in range(14))
    return np.where(large, far, near)


def particle(gap, field):
    """<d(gap) d^+(0)> for a level at energy -field; the hole has -field."""
    return scaled_e1((field - 1j) * gap).imag / pi


for field in (-0.3, 0.3):
    direct = quad(lambda w: math.exp(-0.7 * w) / pi / ((w + field)**2 + 1),
                  0, np.inf)[0]
    assert abs(direct - float(particle(0.7, field))) < 1e-8


# ---------- perturbation series from the definition ----------
def cumulant_integral(order, h, step=0.6):
    """Integral over all time gaps of the connected interaction cumulant."""
    axis = np.exp(np.arange(-11.0, 10.01, step))
    gaps = [g.ravel() for g in np.meshgrid(*[axis] * (order - 1), indexing="ij")]
    weight = step**(order - 1) * np.prod(gaps, axis=0)
    matrices = []
    for spin in (1, -1):
        a = np.zeros((len(weight), order, order))
        for i in range(order):
            a[:, i, i] = spin * math.atan(h) / pi
            for j in range(i + 1, order):
                distance = sum(gaps[i:j])
                a[:, j, i] = particle(distance, -spin * h)
                a[:, i, j] = -particle(distance, spin * h)
        matrices.append(a)
    moment, connected = {}, {}
    for size in range(1, order + 1):
        for group in itertools.combinations(range(order), size):
            rows = np.array(group)
            parts = [np.linalg.det(a[:, rows[:, None], rows]) for a in matrices]
            moment[group] = parts[0] * parts[1]
            value = moment[group].copy()
            for smaller in range(size - 1):
                for others in itertools.combinations(group[1:], smaller):
                    block = (group[0],) + others
                    rest = tuple(i for i in group if i not in block)
                    value -= connected[block] * moment[rest]
            connected[group] = value
    return float(np.sum(weight * connected[tuple(range(order))]))


def second_derivative(function, h=0.06):
    """Second derivative at zero of an even function, error of order h^4."""
    centre = function(0.0)
    fine = 2 * (function(h) - centre) / h**2
    coarse = 2 * (function(2 * h) - centre) / (2 * h)**2
    return (4 * fine - coarse) / 3


coefficient = [1.0, 1.0]
for n in range(2, 9):
    coefficient.append((2 * n - 1) * coefficient[-1] - pi**2 / 4 * coefficient[-2])
first = -pi**2 / 2 * second_derivative(lambda h: -(math.atan(h) / pi)**2)
assert abs(first - 1) < 1e-3
measured = {1: first}
# tolerances cover the cut long-time tails and the finite difference in h
for n, tolerance in ((2, 1e-3), (3, 3e-3), (4, 1e-2)):
    curvature = second_derivative(lambda h: cumulant_integral(n, h))
    measured[n] = pi / 2 * (-pi)**n * curvature
    assert abs(measured[n] - coefficient[n]) < tolerance, (n, measured[n])

# second order: the part absent from RPA, joint fluctuations of both spins
log_step = 0.3
tau = np.exp(np.arange(-16.0, 12.0, log_step))


def joint_fluctuation(h):
    bubble = particle(tau, h) * particle(tau, -h)
    return float(np.sum(log_step * tau * bubble**2))


omitted = pi**3 / 2 * second_derivative(joint_fluctuation)
assert omitted < 0 and abs(omitted - (2 - pi**2 / 4)) < 1e-3
auxiliary = scaled_e1(-1j * tau)
B, g = auxiliary.imag, auxiliary.real
integral_B2 = float(np.sum(log_step * tau * B**2))
integral_tBg2 = float(np.sum(log_step * tau**2 * B * g**2))
assert abs(integral_B2 - pi / 2) < 1e-4
assert abs(integral_tBg2 - (pi / 2 - pi**3 / 24)) < 1e-4


# ---------- summed series ----------
def exact_x(u):
    return pi / 4 * quad(lambda t: math.cos(pi * t / 2)
                         * math.exp(pi**2 * u * (1 - t * t) / 8), -1, 1)[0]


for n in range(9):
    bessel = (pi / 2)**(n + 1) * spherical_jn(n, pi / 2)
    assert abs(bessel - coefficient[n]) < 1e-7
    assert 0 < bessel <= (pi**2 / 8)**n / math.factorial(n) + 1e-12
for u in (0.5, 1.0, 2.0):
    series = sum((pi / 2)**(n + 1) * spherical_jn(n, pi / 2) * u**n
                 for n in range(40))
    assert abs(series - exact_x(u)) < 1e-8
large_u_ratio = exact_x(20.0) / (math.sqrt(pi / 40) * math.exp(pi**2 * 20 / 8))
assert abs(large_u_ratio - 1) < 0.05


# ---------- RPA as the response of the self-consistent mean field ----------
def mean_field_moment(u, h, low=0.0):
    return brentq(lambda m: m - 2 / pi * math.atan(h + pi * u * m / 2),
                  low, 1.0, xtol=1e-15)


for u in (0.25, 0.5, 0.9):
    response = pi / 2 * mean_field_moment(u, 1e-5) / 1e-5
    assert abs(response * (1 - u) - 1) < 1e-4
spurious_moment = mean_field_moment(1.5, 0.0, low=0.1)
assert spurious_moment > 0.1

# ---------- many-electron chain: impurity first, then bath sites ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign2 = np.diag([1.0, -1.0])
site = [np.kron(lower, np.eye(2)), np.kron(sign2, lower)]
site_sign = np.kron(sign2, sign2)
number = [c.T @ c for c in site]


def solve_chain(U, h, hops, keep=150):
    """Energies and moment matrix; exact if no more than keep+20 states arise
    before the last site, otherwise the lowest states are kept (NRG)."""
    half = np.eye(4) / 2
    moment = number[0] - number[1]
    energy = np.diag(U * (number[0] - half) @ (number[1] - half) - h * moment)
    old = site
    for index, hop in enumerate(hops):
        ham = np.kron(np.diag(energy), np.eye(4))
        for c_old, c_new in zip(old, site):
            transfer = np.kron(c_old.T, site_sign @ c_new)
            ham += hop * (transfer + transfer.T)
        size = len(energy)
        energy, vectors = np.linalg.eigh(ham)
        if index < len(hops) - 1 and len(energy) > keep + 20:
            # cut at the widest gap so that multiplets stay whole
            gaps = np.diff(energy[keep - 20:keep + 20])
            cut = keep - 19 + int(np.argmax(gaps))
            energy, vectors = energy[:cut], vectors[:, :cut]
        moment = vectors.T @ (np.kron(moment, np.eye(4)) @ vectors)
        old = [vectors.T @ (np.kron(np.eye(size), c) @ vectors) for c in site]
    return energy, moment


def wilson_hops(bath_sites, band=100.0, ratio=4.0):
    """Chain form of a logarithmically discretized flat band, Delta = 1."""
    edges = band * ratio**(-np.arange(25.0))
    width = edges[:-1] - edges[1:]
    level = width / math.log(ratio)
    energies = np.concatenate([level, -level])
    coupling = np.sqrt(np.concatenate([width, width]) / pi)
    hops = [np.linalg.norm(coupling)]
    basis = [coupling / hops[0]]
    while len(hops) < bath_sites:
        new = energies * basis[-1]
        for _ in range(2):
            stack = np.array(basis)
            new = new - stack.T @ (stack @ new)
        hops.append(np.linalg.norm(new))
        basis.append(new / hops[-1])
    return hops


small_field = 0.02
bath = wilson_hops(15)
nrg = {}
for u in (0.0, 1.0, 2.0):
    _, moment_matrix = solve_chain(pi * u, small_field, bath)
    nrg[u] = pi / 2 * moment_matrix[0, 0] / small_field
    # 8 percent: finite band, coarse discretization, truncation, finite field
    assert abs(nrg[u] / exact_x(u) - 1) < 0.08, (u, nrg[u])


# ---------- finite temperature: four-site cluster, full spectrum ----------
def pair_kernel(levels, occupation, diagonal):
    difference = levels[None, :] - levels[:, None]
    equal = np.abs(difference) < 1e-9
    slope = ((occupation[:, None] - occupation[None, :])
             / np.where(equal, 1.0, difference))
    return np.where(equal, diagonal[:, None], slope)


def thermal_response(U, hops, beta):
    energy, moment = solve_chain(U, 0.0, hops)
    weight = np.exp(-beta * (energy - energy[0]))
    weight /= weight.sum()
    response = np.sum(moment**2 * pair_kernel(energy, weight, beta * weight))
    return response, float(weight @ np.sum(moment**2, axis=1))


beta = 10.0
cluster = [1.0, 1.0, 1.0]
orbital, shape = np.linalg.eigh(np.diag(cluster, 1) + np.diag(cluster, -1))
fermi = 1 / (np.exp(beta * orbital) + 1)
share = shape[0]**2
free_response = 2 * share @ pair_kernel(orbital, fermi,
                                        beta * fermi * (1 - fermi)) @ share
assert abs(thermal_response(0.0, cluster, beta)[0] - free_response) < 1e-8
cluster_pole = 2 / free_response
at_pole, moment_square = thermal_response(cluster_pole, cluster, beta)
assert free_response < at_pole <= beta * moment_square <= beta

# ---------- worked example ----------
delta_ev = 0.20
hartree_ev = (constants.physical_constants["Hartree energy"][0]
              / constants.elementary_charge)
unit = 2 / (pi * delta_ev)
print(f"level half-width Delta = {delta_ev:.2f} eV")
print(f"RPA pole U = pi Delta = {pi * delta_ev:.4f} eV")
print(f"free susceptibility 2/(pi Delta) = {unit:.4f} 1/eV")
print("series coefficients (no unit): order, RPA, exact, from time integrals")
for n in range(1, 5):
    print(f"  {n}  1  {coefficient[n]:.5f}  {measured[n]:.4f}")
for n in range(5, 8):
    print(f"  {n}  1  {(pi / 2)**(n + 1) * spherical_jn(n, pi / 2):.6f}  -")
print(f"second-order part omitted by RPA, integral = {omitted:.4f} (no unit)")
print(f"second-order part omitted by RPA, formula = {2 - pi**2 / 4:.4f} (no unit)")
print(f"integral of B^2 = {integral_B2:.5f} (no unit)")
print(f"integral of tau B g^2 = {integral_tBg2:.5f} (no unit)")
print("u, U in eV, RPA X, exact X, exact susceptibility in 1/eV")
for u in (0.25, 0.5, 0.9, 1.0, 1.5, 2.0):
    rpa = f"{1 / (1 - u):.4f}" if u < 1 else "none"
    print(f"  {u:.2f}  {u * pi * delta_ev:.4f}  {rpa}  {exact_x(u):.4f}"
          f"  {unit * exact_x(u):.3f}")
partial = 1 + sum(measured.values())
print(f"X at u=1, orders 0 to 4 from time integrals = {partial:.3f} (no unit)")
for u in nrg:
    print(f"NRG X at u={u:.0f}: {nrg[u]:.3f}, exact {exact_x(u):.3f} (no unit)")
main = unit * exact_x(1.0)
print(f"exact susceptibility at U = pi Delta = {main:.3f} 1/eV")
print(f"the same in atomic units = {main * hartree_ev:.1f} 1/hartree")
print(f"mean-field spurious moment at u=1.5 = {spurious_moment:.4f} (electrons)")
print(f"exact X over large-u law at u=20 = {large_u_ratio:.4f} (no unit)")
print("four-site cluster, energies in units of its hopping t, beta t = "
      f"{beta:.0f}")
print(f"  free susceptibility = {free_response:.4f} 1/t")
print(f"  RPA pole at U = {cluster_pole:.4f} t")
print(f"  exact susceptibility at that U = {at_pole:.4f} 1/t")
print(f"  upper bound beta <m^2> = {beta * moment_square:.4f} 1/t")
print("done: every assertion held")
```

Printed output:

```
level half-width Delta = 0.20 eV
RPA pole U = pi Delta = 0.6283 eV
free susceptibility 2/(pi Delta) = 3.1831 1/eV
series coefficients (no unit): order, RPA, exact, from time integrals
  1  1  1.00000  1.0000
  2  1  0.53260  0.5325
  3  1  0.19559  0.1954
  4  1  0.05502  0.0548
  5  1  0.012561  -
  6  1  0.002415  -
  7  1  0.000401  -
second-order part omitted by RPA, integral = -0.4674 (no unit)
second-order part omitted by RPA, formula = -0.4674 (no unit)
integral of B^2 = 1.57079 (no unit)
integral of tau B g^2 = 0.27887 (no unit)
u, U in eV, RPA X, exact X, exact susceptibility in 1/eV
  0.25  0.1571  1.3333  1.2866  4.095
  0.50  0.3142  2.0000  1.6615  5.289
  0.90  0.5655  10.0000  2.5190  8.018
  1.00  0.6283  none  2.7987  8.908
  1.50  0.9425  none  4.7686  15.179
  2.00  1.2566  none  8.2034  26.112
X at u=1, orders 0 to 4 from time integrals = 2.783 (no unit)
NRG X at u=0: 1.001, exact 1.000 (no unit)
NRG X at u=1: 2.795, exact 2.799 (no unit)
NRG X at u=2: 7.998, exact 8.203 (no unit)
exact susceptibility at U = pi Delta = 8.908 1/eV
the same in atomic units = 242.4 1/hartree
mean-field spurious moment at u=1.5 = 0.6159 (electrons)
exact X over large-u law at u=20 = 0.9753 (no unit)
four-site cluster, energies in units of its hopping t, beta t = 10
  free susceptibility = 0.6356 1/t
  RPA pole at U = 3.1466 t
  exact susceptibility at that U = 1.5613 1/t
  upper bound beta <m^2> = 7.1414 1/t
done: every assertion held
```
